# The Boys function F0 at negative argument and Dawson's function

## Question

I am writing code for integrals over Gaussians multiplied by plane waves, and I need the zeroth Boys function

$$F_0(T)=\int_0^1 e^{-Tt^2}\,dt$$

at negative argument, $T=-x$ with $x>0$. My routine uses the error function of $\sqrt T$, which is no use to me in real arithmetic when $T<0$. I have been told that

$$F_0(-x)=\frac{e^{x}D(\sqrt x)}{\sqrt x},\qquad D(z)=e^{-z^2}\int_0^z e^{s^2}\,ds,$$

where $D$ is Dawson's function. How do I show this, and how do I evaluate it at $x=1$, $10$ and $50$ without overflow?

I tried to avoid large numbers by expanding $e^{-x}F_0(-x)$ in powers of $x$. In double precision, 400 terms of that series work at $x=1$, but at $x=50$ they give about $-3\times10^3$. The integrand is positive, so this is nonsense. Is that the overflow?

## Answer

No. With each term formed from the one before, nothing overflows in double precision at your three points. Your series fails by cancellation, which needs a different cure. The identity comes first, because it also shows which quantity to compute.

### The identity

At $T=-x$ the definition reads

$$F_0(-x)=\int_0^1 e^{xt^2}\,dt .$$

Substitute $s=\sqrt x\,t$. Then $dt=ds/\sqrt x$, $xt^2=s^2$, and the limits $t=0,1$ become $s=0,\sqrt x$:

$$F_0(-x)=\frac1{\sqrt x}\int_0^{\sqrt x}e^{s^2}\,ds .$$

The definition of $D$ at $z=\sqrt x$, multiplied by $e^{x}$, says that the remaining integral is $e^{x}D(\sqrt x)$. Hence

$$F_0(-x)=\frac{e^{x}D(\sqrt x)}{\sqrt x},\qquad x>0 .$$

At $x=0$ the right side has the form $0/0$, but the original integral gives $F_0(0)=1$, so a program should treat that point separately.

### The quantity to store

Define the scaled function

$$g(x)=e^{-x}F_0(-x)=\frac{D(\sqrt x)}{\sqrt x}=\int_0^1 e^{-x(1-t^2)}\,dt .$$

For $x>0$ the last integrand is positive and is below 1 except at $t=1$, so $0<g(x)<1$. All the exponential growth sits in the factor $e^x$. Keep $g$, and if you need the size of $F_0$ itself, use

$$\ln F_0(-x)=x+\ln g(x).$$

### The three values

A standard double-precision routine for $D$ gives:

| $x$ | $D(\sqrt x)$ | $g(x)$ |
|---:|---:|---:|
| 1 | 0.5380795069 | 0.5380795069 |
| 10 | 0.1677195575 | 0.0530375810 |
| 50 | 0.0714401405 | 0.0101031616 |

The last column is the middle one divided by $\sqrt x$, which is $1$, $3.16227766$ and $7.07106781$ in turn. Multiplying by $e^x$ gives

$$\begin{aligned}
F_0(-1)&=2.718281828\times0.5380795069=1.46265175,\\
F_0(-10)&=2.202646579\times10^{4}\times0.0530375810=1.16823046\times10^{3},\\
F_0(-50)&=5.184705529\times10^{21}\times0.0101031616=5.2381918\times10^{19}.
\end{aligned}$$

The logarithms $\ln F_0(-x)$ are $0.38025105$, $7.06324546$ and $45.40509312$. The largest number here is $e^{50}\approx5\times10^{21}$, far below the double-precision limit.

### A series without cancellation

If you have no routine for $D$, expand the exponential in the definition. Its series converges uniformly on $0\le t\le1$, so it may be integrated term by term:

$$F_0(-x)=\sum_{k=0}^{\infty}\frac{x^k}{k!}\int_0^1t^{2k}\,dt
=\sum_{k=0}^{\infty}\frac{x^k}{k!\,(2k+1)} .$$

At $x=1$ this can be done by hand:

$$F_0(-1)=1+\frac13+\frac1{10}+\frac1{42}+\frac1{216}+\frac1{1320}+\cdots .$$

These six terms add up to $1.46253$, and the later ones bring the sum to $1.46265$.

For larger $x$, multiply by $e^{-x}$ first:

$$g(x)=\sum_{k=0}^{\infty}a_k,\qquad a_k=\frac{w_k}{2k+1},\qquad w_k=e^{-x}\frac{x^k}{k!}.$$

The weights follow from $w_0=e^{-x}$ and $w_k=w_{k-1}\,x/k$, so no large power or factorial is ever formed. They are positive and add up to 1: they are the probabilities of a Poisson distribution with mean $x$, and $g$ is the mean of $1/(2k+1)$ over it. Since every term is positive, nothing cancels.

The sum also tells you when to stop. The ratio of successive terms is

$$\frac{a_{k+1}}{a_k}=\frac{x}{k+1}\,\frac{2k+1}{2k+3}<\frac{x}{k+1}.$$

For $k\ge K$ this is below $q=x/(K+1)$. If $K+1>x$, then $q<1$, and a geometric series bounds everything from $a_K$ onwards:

$$\sum_{k=K}^{\infty}a_k<\frac{a_K}{1-x/(K+1)} .$$

If you stop when this bound falls below $10^{-15}$ of the sum so far, you need 17, 44 and 116 terms at $x=1$, $10$ and $50$. The results agree with the table to all the digits shown there.

This recurrence has its own limit. Above $x\approx708$ the starting weight $e^{-x}$ falls below the smallest normal double-precision number and carries fewer digits, and every later weight inherits the loss. The relative error in $g$ is about $3\times10^{-12}$ at $x=720$, $3\times10^{-5}$ at $x=735$ and $0.3$ at $x=744$. At $x=746$ the starting weight is zero, and then every later weight is zero too. The Dawson form has no such starting factor.

### Why your series failed

Your expansion can be derived from a differential equation. Start from

$$\frac{d}{dt}\left(te^{xt^2}\right)=e^{xt^2}+2xt^2e^{xt^2}$$

and integrate over $t$ from 0 to 1. The left side gives $e^x$. On the right, the first term gives $F_0(-x)$. Because

$$\frac{d}{dx}F_0(-x)=\int_0^1t^2e^{xt^2}\,dt ,$$

the second gives $2x$ times this derivative. Thus

$$e^x=F_0(-x)+2x\frac{d}{dx}F_0(-x).$$

Insert $F_0(-x)=e^xg(x)$, whose derivative is $e^x(g+g')$, and divide by $e^x$:

$$2xg'+(2x+1)g=1 .$$

Now put $g=\sum_k b_kx^k$. The constant term requires $b_0=1$. For $k\ge1$ the coefficient of $x^k$ requires

$$2k\,b_k+b_k+2b_{k-1}=0,
\qquad\text{so}\qquad b_k=-\frac{2}{2k+1}\,b_{k-1}.$$

With $(2k+1)!!=1\cdot3\cdot5\cdots(2k+1)$, repeated use gives

$$g(x)=\sum_{k=0}^{\infty}\frac{(-2x)^k}{(2k+1)!!}
=1-\frac{2x}{3}+\frac{4x^2}{15}-\cdots .$$

The magnitude of each term is $2x/(2k+1)$ times that of the one before. This factor tends to zero, so the series converges for every $x$. It is also a good way to compute $g$ near $x=0$.

At $x=50$, however, the factor is $100/(2k+1)$, and the terms grow until $k=49$. The largest has magnitude $3.67\times10^{19}$, while the sum should be $0.0101$. Double precision rounds with a relative error of up to about $1.1\times10^{-16}$, so a number of that size can carry an absolute error of

$$3.67\times10^{19}\times1.1\times10^{-16}\approx4\times10^3 .$$

Your wrong answer, about $-3\times10^3$, has this size. Multiplying each term by the factor $-2x/(2k+1)$ and summing forward gives $-3.13\times10^3$, but these digits are rounding noise: other orders of the same operations give values such as $+7.0\times10^3$ or $-70$. When each term is formed from the one before, the intermediate numbers are nowhere near overflow. (Forming $(2x)^k$ and $(2k+1)!!$ separately would overflow near $k=150$.) The large terms ought to cancel, and their rounding errors do not. Adding more terms cannot restore the lost digits.

### Large $x$

For large $x$ there is a short formula. In the integral for $g$ put $u=1-t^2$, so that $t=(1-u)^{1/2}$ and $dt=-\tfrac12(1-u)^{-1/2}du$. The limits $t=0,1$ become $u=1,0$, and reversing them absorbs the minus sign:

$$g(x)=\frac12\int_0^1e^{-xu}(1-u)^{-1/2}\,du .$$

The exponential concentrates the integral near $u=0$, which is $t=1$. There the binomial series is

$$(1-u)^{-1/2}=\sum_{k=0}^{\infty}c_ku^k,\qquad
c_k=\frac{(2k-1)!!}{2^k\,k!},\qquad (-1)!!=1 .$$

Keep the terms $k<K$ and call the rest $r_K(u)$.

- For $0\le u\le\frac12$, $|r_K(u)|$ is at most a constant times $u^K$, so its contribution is at most of order $x^{-K-1}$.
- For $\frac12\le u\le1$, the exponential is at most $e^{-x/2}$ and $r_K$ is integrable, so the contribution is exponentially small.
- Extending the integrals of the retained powers from $u=1$ to infinity also costs an exponentially small amount.

With $\int_0^\infty u^ke^{-xu}\,du=k!/x^{k+1}$, each retained term becomes

$$\frac12\,\frac{(2k-1)!!}{2^k\,k!}\,\frac{k!}{x^{k+1}}
=\frac1{2x}\,\frac{(2k-1)!!}{(2x)^k},$$

and therefore

$$g(x)\sim\frac1{2x}\left[1+\frac1{2x}+\frac3{(2x)^2}+\frac{15}{(2x)^3}+\cdots\right].$$

To leading order $F_0(-x)\approx e^x/(2x)$. At $x=50$ the first five terms give

$$g(50)\approx0.01\,(1+0.01+0.0003+0.000015+0.00000105)=0.01010316 .$$

This series must be cut off. The ratio of successive terms is $(2k+1)/(2x)$, which exceeds 1 once $k>x-\frac12$, so for any fixed $x$ the terms eventually grow and the full series diverges.

I compared ten terms, $k=0$ to $9$, with high-precision numerical quadrature of the defining integral. Relative to $g$, the error is $8.3\times10^{-12}$ at $x=50$ and $1.0\times10^{-5}$ at $x=10$. The first omitted term, also relative to $g$, is $6.5\times10^{-12}$ and $6.0\times10^{-5}$ respectively. At $x=50$ the error is larger than that term, so the first omitted term indicates the size of the error but does not bound it. At $x=10$ the omitted term is already the smallest in the series, since the next is $21/20$ times as large. Use the Dawson routine or the positive series there if you want full accuracy.

### Where overflow does begin

The logarithm of the largest finite double-precision number is $709.7827$, and $e^x$ overflows above that $x$. Because $g<1$, $F_0(-x)$ lasts a little longer. Solving

$$x+\ln g(x)=709.7827$$

numerically gives $x=717.0503$. Between these two values the product $e^x\times g$ fails although its result is representable. The logarithmic form still works:

$$F_0(-712)=\exp[712+\ln g(712)]\approx1.16002\times10^{306}.$$

Some accuracy is lost, since an absolute rounding error in the exponent becomes a relative error in $F_0$. Near 700 the spacing of double-precision numbers is about $10^{-13}$, so expect a relative error of that order. Above $x=717.0503$ you can keep $\ln F_0$ or $g$, but not $F_0$ as an ordinary double.

### Your plane-wave integrals

In the simplest integral of your kind, $F_0$ is not needed on its own. Take a Gaussian centred on the Coulomb singularity, with exponent $p>0$ and a real wave vector of length $k>0$:

$$I(k)=\int\frac{e^{-pr^2}e^{i\mathbf k\cdot\mathbf r}}{r}\,d^3r .$$

With $v$ the cosine of the angle between $\mathbf k$ and $\mathbf r$, the angular integral is

$$2\pi\int_{-1}^{1}e^{ikrv}\,dv=\frac{4\pi\sin(kr)}{kr}.$$

The volume element supplies $r^2$, and the factors of $r$ cancel:

$$I(k)=\frac{4\pi}{k}S(k),\qquad S(k)=\int_0^\infty e^{-pr^2}\sin(kr)\,dr .$$

Differentiate $S$ with respect to $k$, then integrate by parts using $re^{-pr^2}=-\frac1{2p}\frac{d}{dr}e^{-pr^2}$:

$$S'(k)=\int_0^\infty re^{-pr^2}\cos(kr)\,dr=\frac1{2p}-\frac{k}{2p}S(k).$$

The first term is the boundary value at $r=0$; the boundary at infinity gives zero. Multiplying by $e^{k^2/(4p)}$ turns the equation into

$$\frac{d}{dk}\left[e^{k^2/(4p)}S(k)\right]=\frac{e^{k^2/(4p)}}{2p}.$$

Since $S(0)=0$, integration from 0 to $k$ gives

$$S(k)=\frac{e^{-k^2/(4p)}}{2p}\int_0^k e^{q^2/(4p)}\,dq
=\frac1{\sqrt p}\,D\!\left(\frac{k}{2\sqrt p}\right),$$

where the last step uses $q=2\sqrt p\,s$. Now set $x=k^2/(4p)$, so that $k=2\sqrt{p}\sqrt{x}$:

$$I(k)=\frac{4\pi}{2p\sqrt x}\,D(\sqrt x)=\frac{2\pi}{p}\,g(x)
=\frac{2\pi}{p}\,e^{-x}F_0(-x).$$

The damping factor and the growing Boys function belong together, and their product is $g$.

For $p=0.5\ \mathrm{bohr}^{-2}$ and $k=10\ \mathrm{bohr}^{-1}$, $x=100/2=50$ and

$$I=4\pi\times0.0101031616=0.126960\ \mathrm{bohr}^2 .$$

For $k=40\ \mathrm{bohr}^{-1}$, $x=800$. In double precision $e^{-800}$ is zero and $F_0(-800)$ is infinite, so multiplying them returns "not a number". With $g(800)=6.25391\times10^{-4}$ there is no difficulty:

$$I=4\pi\times6.25391\times10^{-4}=0.00785890\ \mathrm{bohr}^2 .$$

The two limits make physical sense. As $k\to0$, $g\to1$ and $I\to2\pi/p$, the integral without the plane wave. For $k^2\gg4p$, $g\approx1/(2x)=2p/k^2$ and $I\approx4\pi/k^2$. The exponent $p$ drops out at leading order: a short wavelength probes the Coulomb singularity, where the Gaussian is close to 1.

For this centred integral, then, compute $g=D(\sqrt x)/\sqrt x$ and pass that to the integral, with $g(0)=1$ as the special case. If the Gaussian is centred at $\mathbf R$ relative to the singularity, completing the square in the exponent gives the Boys argument $T=pR^2-k^2/(4p)+i\,\mathbf k\cdot\mathbf R$. For $\mathbf k\perp\mathbf R$ and $x=k^2/(4p)-pR^2>0$ the integral is $(2\pi/p)\,e^{-pR^2}g(x)$. If $\mathbf k\cdot\mathbf R\neq0$, $T$ is complex and the real function $g$ is not enough.
